# PAW as an ultrasoft scheme with updated one-centre terms

Someone who owns a working ultrasoft pseudopotential code and wants PAW results must decide what to rewrite. The density, overlap and \(D_{ij}\) routines can stay, provided they are given suitable augmentation functions. The new part is a set of small radial-grid calculations, one per atom, whose results correct \(D_{ij}\) and the total energy. A second decision follows: whether these corrections may be computed once for the free atom, or must be renewed in every self-consistency cycle. Both depend on the form of the PAW Hamiltonian derived here in two ways.

## Setting and conventions

Hartree atomic units are used. The spheres do not overlap, the partial waves are real, and the exchange-correlation functional is local or semilocal in the density. All electrons are treated as valence. Formulas are written for one atom; with several, the atomic terms are summed.

Inside a sphere of radius \(r_c\) there are all-electron partial waves \(\phi_i\), smooth partners \(\tilde\phi_i\) that join them in value and slope at \(r_c\), and projectors \(p_i\) confined to the sphere with \(\langle p_i|\tilde\phi_j\rangle=\delta_{ij}\). An orbital is reconstructed from its smooth part as
\[
\psi=\tilde\psi+\sum_i(\phi_i-\tilde\phi_i)\langle p_i|\tilde\psi\rangle .
\]
With occupations \(f_n\), define
\[
\rho_{ij}=\sum_n f_n\langle\tilde\psi_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle,\qquad
\tilde n=\sum_n f_n|\tilde\psi_n|^2,
\]
and, inside the sphere, \(n^1=\sum_{ij}\rho_{ij}\phi_i\phi_j\) and \(\tilde n^1=\sum_{ij}\rho_{ij}\tilde\phi_i\tilde\phi_j\).

The charge missing from a smooth pair is \(Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\). It is replaced by a smooth charge with the same multipole moments:
\[
\hat Q_{ij}=\sum_{LM}q^{LM}_{ij}g_L(r)Y_{LM},\qquad
q^{LM}_{ij}=\int r^LY_{LM}Q_{ij}\,d^3r .
\]
The \(Y_{LM}\) are real orthonormal spherical harmonics. The shape function \(g_L\) vanishes beyond \(r_c\), reaches zero there with zero slope, and obeys \(\int g_Lr^{L+2}dr=1\). The zero slope is needed for gradient-dependent functionals: it makes the surface terms at \(r_c\) cancel between the two one-centre energies below. Then
\[
\int r^LY_{LM}\hat Q_{ij}\,d^3r=q^{LM}_{ij}\int g_Lr^{L+2}dr=q^{LM}_{ij},
\]
so \(Q_{ij}-\hat Q_{ij}\) has no multipole moments. This has two consequences: its electrostatic potential vanishes outside the sphere, and its integral with any potential \(h=\sum_{LM}h_{LM}r^LY_{LM}\) of charges lying outside is zero. All \(L\) up to twice the largest angular momentum of the partial waves must be kept for this to hold.

The compensation charge is \(\hat n=\sum_{ij}\rho_{ij}\hat Q_{ij}\). The nuclear potential is \(v_Z=-Z/r\), and \(v_{\rm loc}\) is the potential of the same charge smeared within the sphere, so the two agree beyond \(r_c\).

## First derivation: differentiate the energy

Let \(F[n;v]=E_H[n]+E_{xc}[n]+\int vn\). Its functional derivative is \(v_H[n]+v_{xc}[n]+v\). The PAW energy is \(E=\tilde E+E^1-\tilde E^1\), apart from constants, with
\[
\tilde E=\sum_nf_n\langle\tilde\psi_n|T|\tilde\psi_n\rangle+F[\tilde n+\hat n;v_{\rm loc}],
\]
\[
E^1=\sum_{ij}\rho_{ij}\langle\phi_i|T|\phi_j\rangle+F[n^1;v_Z],
\]
\[
\tilde E^1=\sum_{ij}\rho_{ij}\langle\tilde\phi_i|T|\tilde\phi_j\rangle+F[\tilde n^1+\hat n;v_{\rm loc}].
\]
Matrix elements between partial waves are taken over the sphere, with kinetic terms \(\tfrac12\int\nabla a\cdot\nabla b\). A potential from outside sources is added to \(v_{\rm loc}\) in \(\tilde E\) alone, because its one-centre contributions cancel by the moment condition.

The splitting of the electrostatic energy needs justification. Put \(a=\tilde n+\hat n\), \(a^1=\tilde n^1+\hat n\) and \(b=n^1-a^1\). The PAW density is \(a+b=\tilde n+n^1-\tilde n^1\). It equals the density of the reconstructed orbitals when the \(\tilde\phi_i\) span the smooth orbitals in the sphere; otherwise it omits the cross terms between \(\tilde\psi-\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle\) and the \(\phi_j-\tilde\phi_j\). Its Hartree energy is
\[
E_H[a+b]=E_H[a]+\int v_b\,a+E_H[b],
\]
where \(v_b\) is the Hartree potential of \(b\). The PAW expression is
\[
E_H[a]+E_H[a^1+b]-E_H[a^1]=E_H[a]+\int v_b\,a^1+E_H[b].
\]
Since \(b=\sum_{ij}\rho_{ij}(Q_{ij}-\hat Q_{ij})\), \(v_b\) vanishes outside the sphere. Inside, \(a-a^1=\tilde n-\tilde n^1\). The nuclear terms differ in the same manner, so, relative to the exact electrostatic energy of the density \(a+b\), the splitting misses
\[
\int_{r<r_c}(v_b+v_Z-v_{\rm loc})(\tilde n-\tilde n^1)\,d^3r .
\]
It vanishes when the \(\tilde\phi_i\) span the smooth orbitals in the sphere.

Now vary \(\langle\tilde\psi_n|\), with the partial waves and projectors fixed. The orbital enters explicitly, through \(\tilde n\), and through
\[
\frac{\partial\rho_{ij}}{\partial\langle\tilde\psi_n|}=f_n|p_i\rangle\langle p_j|\tilde\psi_n\rangle .
\]
The explicit and \(\tilde n\) parts give \(f_n(T+\tilde v_{\rm eff})|\tilde\psi_n\rangle\), where
\[
\tilde v_{\rm eff}=v_H[\tilde n+\hat n]+v_{xc}[\tilde n+\hat n]+v_{\rm loc}.
\]
The remaining dependence of \(\tilde E\) on \(\rho_{ij}\) is through \(\hat n\), and \(\partial\hat n/\partial\rho_{ij}=\hat Q_{ij}\). Therefore
\[
\hat D_{ij}\equiv\left.\frac{\partial\tilde E}{\partial\rho_{ij}}\right|_{\tilde n}
=\int\tilde v_{\rm eff}\hat Q_{ij}\,d^3r .
\]
This is the ultrasoft \(D_{ij}\) integral with augmentation function \(\hat Q_{ij}\). Inserting the multipole form gives
\[
\hat D_{ij}=\sum_{LM}q^{LM}_{ij}I_{LM},\qquad I_{LM}=\int\tilde v_{\rm eff}\,g_LY_{LM}\,d^3r .
\]
One integral per \((L,M)\) serves all pairs \(ij\).

In \(E^1\), \(\partial n^1/\partial\rho_{ij}=\phi_i\phi_j\). In \(\tilde E^1\), the density changes by \(\tilde\phi_i\tilde\phi_j+\hat Q_{ij}\). Thus
\[
D^1_{ij}=\langle\phi_i|T+v^1|\phi_j\rangle,
\]
\[
\tilde D^1_{ij}=\langle\tilde\phi_i|T+\tilde v^1|\tilde\phi_j\rangle+\int\tilde v^1\hat Q_{ij}\,d^3r,
\]
where \(v^1\) is built from \(n^1\) and \(v_Z\), and \(\tilde v^1\) from \(\tilde n^1+\hat n\) and \(v_{\rm loc}\). Collecting terms and dividing by \(f_n\),
\[
\tilde H=T+\tilde v_{\rm eff}+\sum_{ij}|p_i\rangle
\left(\hat D_{ij}+D^1_{ij}-\tilde D^1_{ij}\right)\langle p_j| .
\]

The overlap follows from the reconstruction. When the \(\tilde\phi_i\) span the smooth orbitals in the sphere, \(\psi=\sum_i\phi_i\langle p_i|\tilde\psi\rangle\) and \(\tilde\psi=\sum_i\tilde\phi_i\langle p_i|\tilde\psi\rangle\) inside, and \(\psi=\tilde\psi\) outside. Hence \(\langle\psi_m|\psi_n\rangle=\langle\tilde\psi_m|\tilde\psi_n\rangle+\sum_{ij}\langle\tilde\psi_m|p_i\rangle\big(\int Q_{ij}\,d^3r\big)\langle p_j|\tilde\psi_n\rangle\). PAW keeps this form as the orthonormality constraint for a finite set as well:
\[
\tilde S=1+\sum_{ij}|p_i\rangle q_{ij}\langle p_j|,\qquad
q_{ij}=\int Q_{ij}\,d^3r=\sqrt{4\pi}\,q^{00}_{ij},
\]
because \(Y_{00}=1/\sqrt{4\pi}\). The equation to solve, \(\tilde H\tilde\psi_n=\epsilon_n\tilde S\tilde\psi_n\), has the ultrasoft form.

The placement of \(\hat n\) matters. If exchange-correlation were evaluated without it in both \(\tilde E\) and \(\tilde E^1\), the same differentiation would remove \(v_{xc}\) from both integrals with \(\hat Q_{ij}\). An ultrasoft code that evaluates \(E_{xc}\) with the augmented density fits the convention used here.

## Second derivation: transform the Kohn–Sham operator

Now start from the all-electron operator \(H=T+v\), with \(v\) the self-consistent potential, and assume that the partial waves are complete in the sphere for the orbitals concerned. With \(c_i=\langle p_i|\tilde\psi\rangle\), this means \(\psi=\sum_ic_i\phi_i\) and \(\tilde\psi=\sum_ic_i\tilde\phi_i\) inside, and \(\psi=\tilde\psi\) outside.

Choose a smooth potential \(\tilde v\) equal to \(v\) outside. The expectation value of \(H\) is obtained by integrating the smooth orbital over all space with \(T+\tilde v\), removing its sphere part, and inserting the all-electron one:
\[
\langle\psi|H|\psi\rangle=\langle\tilde\psi|T+\tilde v|\tilde\psi\rangle+\sum_{ij}c_iD_{ij}c_j,
\]
\[
D_{ij}=\langle\phi_i|T+v|\phi_j\rangle-\langle\tilde\phi_i|T+\tilde v|\tilde\phi_j\rangle
\]
(for complex orbitals the first \(c_i\) is conjugated). This already has a separable form, but the ultrasoft integral is hidden. Add and subtract \(\int\tilde v\hat Q_{ij}\):
\[
D_{ij}=\int\tilde v\hat Q_{ij}
+\langle\phi_i|T+v|\phi_j\rangle
-\left[\langle\tilde\phi_i|T+\tilde v|\tilde\phi_j\rangle+\int\tilde v\hat Q_{ij}\right].
\]

Take \(\tilde v=\tilde v_{\rm eff}\). This is allowed: outside the sphere \(\tilde n+\hat n\) equals the full density, and \(\hat n\) supplies the moments that the smooth density lacks inside, so the Hartree potentials agree there. Inside, completeness gives \(\tilde n=\tilde n^1\). The density outside contributes the same harmonic potential \(h\) to both problems, so
\[
v=v^1+h,\qquad \tilde v_{\rm eff}=\tilde v^1+h .
\]
In the last two terms of \(D_{ij}\), the contribution of \(h\) is
\[
\int h(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j-\hat Q_{ij})\,d^3r
=\sum_{LM}h_{LM}(q^{LM}_{ij}-q^{LM}_{ij})=0 .
\]
One may therefore replace \(v\) by \(v^1\) and \(\tilde v\) by \(\tilde v^1\) in those terms. They become \(D^1_{ij}-\tilde D^1_{ij}\), while the first term is \(\hat D_{ij}\). The Hamiltonian of the first derivation is recovered.

This route shows the division of labour. The potential of distant charges acts on the projector strengths directly through \(\hat D_{ij}\). The one-centre terms notice the surroundings indirectly, when \(\rho_{ij}\) changes.

## What each derivation assumes

The first derivation needs a PAW energy functional and fixed projectors. Completeness is not needed for \(\tilde H\) to be its derivative, so the result is suited to self-consistency with a finite set of partial waves. By itself, however, it does not show that the functional is close to the all-electron one.

The second derivation assumes completeness and obtains agreement with the Kohn–Sham operator. It does not supply the total energy, nor does it establish that \(\tilde H\) is an energy derivative when the set is incomplete. In that case \(\tilde n\ne\tilde n^1\), the relation \(\tilde v_{\rm eff}=\tilde v^1+h\) fails, and the missed electrostatic energy above need not vanish.

For overlapping spheres, where two atoms would replace the same region, the second derivation and the justification of the splitting fail; differentiating the functional still gives the same \(\tilde H\), but the functional is then no longer tied to the all-electron one. Both derivations fail in this form for Fock exchange, which depends on more than the density. A frozen core adds fixed densities to the functional arguments.

If all \(q^{LM}_{ij}\) vanish, then \(\hat D_{ij}=0\) and \(\tilde S=1\), and the one-centre strengths remain. If \(q^{00}_{ij}\) alone vanishes, the overlap is ordinary, but higher multipoles still require the \(\hat D_{ij}\) integral.

## From PAW back to an ultrasoft pseudopotential

An ultrasoft calculation with augmentation functions \(\hat Q_{ij}\) uses \(D_{ij}=D^0_{ij}+\int\tilde v_{\rm eff}\hat Q_{ij}\) with constant \(D^0_{ij}\). In PAW, \(D^1_{ij}-\tilde D^1_{ij}\) takes this place and depends on \(\rho_{ij}\). The two can be connected at the reference atom, where the partial waves obey \((T+v)\phi_j=\epsilon_j\phi_j\). Define
\[
\chi_j=(\epsilon_j-T-\tilde v_{\rm eff})\tilde\phi_j
\]
and build the projectors from the \(\chi_j\). Let the occupied reference orbitals be among the partial waves, so that \(\tilde n=\tilde n^1\) in the sphere. The unsplit form of \(D_{ij}\) then gives
\[
D_{ij}=\epsilon_j\langle\phi_i|\phi_j\rangle
-\epsilon_j\langle\tilde\phi_i|\tilde\phi_j\rangle+\langle\tilde\phi_i|\chi_j\rangle
=\langle\tilde\phi_i|\chi_j\rangle+\epsilon_jq_{ij}.
\]
Surface terms from the kinetic energy cancel because values and slopes match at \(r_c\). This is the ultrasoft generation formula. Subtracting \(\hat D_{ij}\) at the reference gives \(D^0_{ij}=(D^1_{ij}-\tilde D^1_{ij})_{\rm ref}\).

With \(\Delta E^1=E^1-\tilde E^1\) and \(\delta\rho=\rho-\rho^{\rm ref}\), a Taylor expansion reads
\[
\Delta E^1(\rho)=\Delta E^1(\rho^{\rm ref})+\sum_{ij}D^0_{ij}\delta\rho_{ij}+O(\delta\rho^2).
\]
Keeping the linear term gives an ultrasoft scheme with smooth augmentation charges. The remainder is what PAW restores.

A PAW cycle in an ultrasoft code is therefore:

1. Form \(\rho_{ij}\), add \(\hat n\) to \(\tilde n\), and compute \(\tilde v_{\rm eff}\).
2. Evaluate \(I_{LM}\) and contract with \(q^{LM}_{ij}\) to obtain \(\hat D_{ij}\).
3. Compute \(D^1_{ij}-\tilde D^1_{ij}\) from the current \(\rho_{ij}\) on the radial grid, and add it.
4. Solve the generalized eigenproblem, and include \(\Delta E^1\) in the total energy.

## Helium in a weak field

The example is a free helium atom in exchange-only LDA, without correlation or relativity, in a hard-walled sphere of radius 12 bohr. The orbital has s and p channels, \(r_c=1\) bohr, and there are two partial waves per channel: the first and fourth box states of the reference potential, all but the occupied s1 normalized to one inside the sphere. Their smooth partners are four-term polynomials matched at \(r_c\) in value and three derivatives, and \(g_L\propto r^L(1-r^2/r_c^2)^3\). The matrix elements quoted below depend on these choices. The all-electron reference has the same functional, box and channels. The values below are taken from the numerical output.

For the pair s1s1 at the reference atom, in hartree,
\[
\hat D+(D^1-\tilde D^1)=-0.21924-0.25081=-0.47005,
\]
which agrees with the generation formula. Over all pairs the largest deviation is \(9\times10^{-7}\) Ha. The reference is spherical, so \(L=0\) alone contributes and \(\hat D_{ij}=q_{ij}\int g_0\tilde v_{\rm eff}r^2dr\). The ratio \(\hat D_{ij}/q_{ij}\) should then be common to all same-\(l\) pairs. For s1s1 it is \(-0.21924/0.11307=-1.939\) Ha; for s2s2 it is \(-0.52112/0.26876=-1.939\) Ha.

The moment condition was tested with a unit charge on the \(z\) axis, \(d=2\) bohr from the nucleus; the p partial waves have \(m=0\), and \(q^1\) denotes \(q^{10}\). For s1p1 the dipole formula gives
\[
\sqrt{\frac{4\pi}{3}}\,\frac{q^1}{d^2}=\frac{2.0467\times0.004802}{4}=0.002457\ \text{a.u.}
\]
Direct integration gives 0.00245716 a.u. with both \(Q\) and \(\hat Q\).

For an unnormalized s–p orbital spanned by the partial waves, placed in the field \(F=0.01\) a.u. described below, the PAW and all-electron energies are both \(-2.65747091\) Ha. This tests the splitting with \(L=0,1,2\) present. Finite differences of the energy confirm every element of \(\hat D_{ij}\) and \(D^1_{ij}-\tilde D^1_{ij}\), and the action of the full \(\tilde H\) along one chosen change of the orbital. At self-consistency without a field, both methods give an eigenvalue of \(-0.51697\) Ha and a total energy of \(-2.72364\) Ha, or \(-74.114\) eV.

A uniform field \(F=0.01\) a.u., with electron potential energy \(Fz\), couples s and p. Its direct contribution to \(\hat D\) for s1p1 is
\[
F\sqrt{\frac{4\pi}{3}}\,q^1=0.01\times2.0467\times0.004802=9.83\times10^{-5}\ \text{Ha}.
\]
The self-consistent value is \(5.02\times10^{-5}\) Ha. The difference, \(-4.81\times10^{-5}\) Ha, comes from the induced Hartree and exchange potentials, since \(v_{\rm loc}\) has no \(L=1\) part. The one-centre strength, zero by parity without the field, becomes \(7.1\times10^{-6}\) Ha, or 14% of \(\hat D\) for this pair.

The polarizability, taken as induced dipole divided by \(F\) at this field strength and so including a small nonlinear part, is 1.76603 bohr³ in both the all-electron and PAW calculations. These digits belong to the s–p model. A d channel in the orbital raises the value to 1.76704 bohr³ through the nonlinear part, and as \(F\to0\) it tends to about 1.7652 bohr³ with or without d. The smooth density alone gives 1.75998 bohr³; the compensation charge supplies the other 0.00605 bohr³. Omitting \(\hat n\) would thus lose 0.3% of the dipole at this \(r_c\) even if the orbitals were unchanged; the share grows with the sphere, to about 3% at \(r_c=1.6\) bohr and 7% at 2 bohr.

With the one-centre strengths frozen, the polarizability is 1.76566 bohr³, lower than the PAW value by 0.02%. The order of this error follows from the expansion. The s–p elements of \(\delta\rho\) are linear in \(F\), so the neglected energy is quadratic in \(F\), the same order as the polarization energy. Freezing therefore leaves the unperturbed reference atom intact but can alter its linear response. The quadratic law was tested along a fixed direction in \(\rho_{ij}\): halving the displacement reduced the remainder from \(1.571\times10^{-8}\) to \(3.927\times10^{-9}\) Ha, a factor of 4.000.

For this atom and field, freezing is a small approximation, but its size belongs to the dataset: changing the exponent in \(g_L\) from 3 to 2 or 5 gives 0.03% or 0.01%, and \(r_c=1.6\) or 2 bohr gives about 0.09%. That does not set its size in a bonded atom, where \(\rho_{ij}\) may move much farther from the reference. There the updated one-centre terms remove the frozen-strength error, while the limits set by the finite partial-wave set remain.

## Calculated quantities

```
nuclear charge 2, electrons 2
sphere radius rc = 1.0 bohr, box radius = 12.0 bohr
field F = 0.010 a.u.
partial wave s1: energy = -0.51697 Ha
partial wave s2: energy = 0.35583 Ha
partial wave p1: energy = 0.05932 Ha
partial wave p2: energy = 0.61605 Ha
same-l pairs at the reference atom: q_ij in a.u., the rest in Ha
pair   q_ij      Dhat      D1-Dt1    sum       B+eps*q
s1s1   0.11307  -0.21924  -0.25081  -0.47005  -0.47005
s1s2   0.17475  -0.33883  -0.28439  -0.62322  -0.62322
s2s2   0.26876  -0.52112  -0.26898  -0.79010  -0.79010
p1p1   0.01307  -0.02535  -0.03868  -0.06403  -0.06403
p1p2   0.01424  -0.02760  -0.03710  -0.06470  -0.06470
p2p2   0.01548  -0.03002  -0.03471  -0.06473  -0.06473
largest error of generation identity = 8.8e-07 Ha
dipole moment q^1 of s1p1 = 0.004802 a.u.
dipole moment q^1 of s1p2 = 0.005143 a.u.
dipole moment q^1 of s2p1 = 0.007641 a.u.
dipole moment q^1 of s2p2 = 0.008164 a.u.
quadrupole moment q^2 of p1p1 = 0.000893 a.u.
quadrupole moment q^2 of p1p2 = 0.000968 a.u.
quadrupole moment q^2 of p2p2 = 0.001048 a.u.
potential at 2.0 bohr, s1p1: true Q 0.00245716 a.u.
potential at 2.0 bohr, s1p1: Qhat   0.00245716 a.u.
trial s-p orbital, all-electron energy = -2.65747091 Ha
trial s-p orbital, PAW energy          = -2.65747091 Ha
finite-difference error of Dhat = 6.6e-12 Ha
finite-difference error of D1-Dt1 = 9.3e-11 Ha
energy slope: differences -0.3052207, from H -0.3052207 Ha
1s eigenvalue: all-electron -0.5169682, PAW -0.5169682 Ha
total energy: all-electron -2.7236398, PAW -2.7236398 Ha
total energy, PAW = -74.1140 eV
in field, s1p1: Dhat = 5.015e-05 Ha
in field, s1p1: D1-Dt1 = 7.077e-06 Ha
field energy shift: all-electron -8.8280e-05, PAW -8.8280e-05 Ha
polarizability, all-electron = 1.76603 bohr^3
polarizability, PAW = 1.76603 bohr^3
  part from smooth density alone = 1.75998 bohr^3
polarizability, frozen D1-Dt1 (ultrasoft) = 1.76566 bohr^3
frozen-limit remainder, step 0.010 = 1.5708e-08 Ha
frozen-limit remainder, step 0.005 = 3.9269e-09 Ha
ratio of remainders = 4.000
```
